The angle of largest torque in Slonczewski's spin valve

**Problem**

A spin valve consists of two identical magnetic layers separated by a nonmagnetic metal spacer. The left layer is fixed and the right layer is free. Unit vectors m_L and m_R point along their majority-spin directions and make an angle θ with each other. Electrons flow from the fixed to the free layer at a rate I. Slonczewski's law for the torque on the free layer is

τ(θ) = (P I/2) f(θ),

f(θ) = Λ² sinθ / [(Λ² + 1) + (Λ² − 1) cosθ].

Here P is the spin polarization of the interface conductance, with 0 < P < 1, and Λ is the asymmetry parameter. Atomic units are used, with ħ = e = 1, so that I is both an electron current and a number of electrons per unit time. In SI units the prefactor 1/2 becomes ħ/(2e).

(a) Derive the law from the reflection of electrons at the interfaces, and express Λ through interface properties.

(b) Plot f for Λ = 2.

(c) At a given current, at which angle is the torque largest, and how large is it for Λ = 2, P = 0.5 and I = 0.1 atomic units?

**Hints**

1. Describe the electrons in the spacer by a 2×2 matrix in spin space. What reaches an interface is partly reflected, with different amplitudes for the two spin directions. What the magnet emits can be found by requiring that no net flow exists in equilibrium.

2. In the steady state the net flows of charge and of spin into the spacer vanish. With voltages ±V/2 on identical layers, try a spin accumulation along m_L − m_R.

3. The torque is the spin flow transverse to m_R that the free layer absorbs. Divide it by the current before looking for a maximum.

4. The half-angle variable t = tan(θ/2) turns f into a simple rational function.

**Solution**

**(a) The torque law**

*The interface.* Let V_F be the electrochemical potential of a magnet. In the spacer, potential and spin accumulation are combined in the matrix

ρ = V_N + s·σ,

where σ is the vector of Pauli matrices. Electrons with spin along s are filled up to V_N + |s|, those with opposite spin up to V_N − |s|. The distribution is taken to be the same in all directions of motion, and the response to be linear.

Consider one conduction channel that reflects into itself, with amplitudes r↑ and r↓ for spins along and against the magnetization. They form a matrix r. The flow toward the interface is proportional to ρ, and the reflected flow to rρr†. The magnet emits a flow proportional to V_F that does not depend on ρ. In equilibrium, ρ = V_F and the net flow vanishes, so the emission must be V_F(1 − rr†). The net flow into the spacer, in units of the conductance quantum per spin, is therefore

J = V_F(1 − rr†) − ρ + rρr†.

This assumes that the magnet has no spin accumulation of its own, and that transverse spin entering it dephases there and does not return.

Choose the spin axis along m and write s∥ = s·m. With T↑ = 1 − |r↑|² and T↓ = 1 − |r↓|², the matrix elements are

J↑↑ = T↑(V_F − V_N − s∥),

J↓↓ = T↓(V_F − V_N + s∥),

J↑↓ = −(1 − r↑r↓*)(s_x − i s_y).

Summing over channels, with the factor 1/(2π) for the conductance quantum, turns T↑, T↓ and 1 − r↑r↓* into the conductances G↑, G↓ and G_mix. Define

G = G↑ + G↓, P = (G↑ − G↓)/G, η = 2 Re G_mix/G.

The charge flow into the spacer is the sum of the diagonal elements:

I_c = G(V_F − V_N) − P G s∥.

The spin flow S counts up minus down spins. Its component along m is the difference of the diagonal elements,

S∥ = P G(V_F − V_N) − G s∥.

The transverse components follow from S_x − iS_y = 2J↑↓. Take G_mix to be real, so that the transverse spin flow is parallel to the transverse part of s. Then

S⊥ = −2G_mix s⊥ = −ηG s⊥.

*The spacer.* Put V_F = V/2 on the left and −V/2 on the right, and neglect spin flips in the spacer. Write a = θ/2. The difference of the magnetization directions has length

|m_L − m_R| = √(2 − 2cosθ) = 2 sin a,

so n = (m_L − m_R)/(2 sin a) is a unit vector for 0 < θ ≤ π. It satisfies

n·m_L = (1 − cosθ)/(2 sin a) = sin a, n·m_R = −sin a.

Try V_N = 0 and s = s n. The charge flows into the spacer from left and right are

GV/2 − PGs sin a and −GV/2 + PGs sin a,

which cancel. For the spin balance three sums are needed. The driven spin flows add up to

PG(V/2)(m_L − m_R) = PGV sin a n.

The longitudinal parts of s at the two interfaces add up to

(s·m_L)m_L + (s·m_R)m_R = s sin a (m_L − m_R) = 2s sin²a n.

The transverse parts are what remains of s at each interface:

2s n − 2s sin²a n = 2s cos²a n.

All three vectors lie along n, so spin conservation is the single equation

PGV sin a − 2Gs sin²a − 2ηGs cos²a = 0.

With D = sin²a + η cos²a it gives

s = PV sin a/(2D).

No other solution exists. The difference of two solutions would obey the balance with V = 0. For such a difference, each interface contributes to V_N I_c + s·S the amount

−G↑(V_N + s∥)² − G↓(V_N − s∥)² − ηG|s⊥|².

The sum over both interfaces must vanish because the total flows vanish. For positive G↑, G↓ and η this requires V_N = 0 and s = 0.

*Current and torque.* The electron current entering from the left is

I = GV/2 − PGs sin a
= (GV/2)(1 − P² sin²a/D)
= (GV/2)[(1 − P²) sin²a + η cos²a]/D.

The free layer absorbs the transverse spin flow ηG s⊥. Relative to m_R,

s⊥ = s(n + sin a m_R).

Its length is s√(1 − sin²a) = s cos a. Its projection on m_L is s sin a(1 + cosθ), which is positive for 0 < θ < π. The torque thus turns m_R toward m_L for this direction of electron flow. Reversing the current reverses the torque.

Each electron spin carries angular momentum 1/2, so

τ = (1/2)ηGs cos a = ηGPV sin a cos a/(4D).

Division by I cancels G, V and D:

τ/I = (P/2) η sin a cos a/[(1 − P²) sin²a + η cos²a].

Now divide numerator and denominator by 1 − P² and set

Λ² = η/(1 − P²).

The result is

τ/I = (P/2) Λ² sin a cos a/(sin²a + Λ² cos²a).

Finally, sin a cos a = (sinθ)/2, sin²a = (1 − cosθ)/2 and cos²a = (1 + cosθ)/2. The common factor 1/2 cancels, and the fraction becomes f(θ) as stated in the problem.

The derivation uses identical interfaces. If they differ, the trial solution along m_L − m_R with V_N = 0 generally fails, and this one-parameter law cannot be taken over without a new calculation. Spin flips in the spacer, or magnets too thin to dephase the transverse spin, also violate its assumptions. Two further assumptions affect the values of the parameters. An imaginary part of G_mix gives s a component out of the plane of m_L and m_R; the law keeps its form, but with η = 2|G_mix|²/(G Re G_mix), which is larger. And a distribution that is the same in all directions is a poor description of a thin spacer without backscattering, where right-moving and left-moving electrons differ. If the channels are still mixed, each conductance per channel g, in units of e²/h, must then be replaced by 1/(1/g − 1/2) in P and η, which for the interface of part (c) turns Λ = 2 into 2.30 and P = 0.5 into 0.54. The expressions for P and Λ above are therefore those of the isotropic model, not values to be carried over directly to a device.

**(b) The plot**

For Λ = 2,

f(θ) = 4 sinθ/(5 + 3 cosθ).

At θ = 90°, for example, f = 4/5 = 0.8. In the plot below, the angle is in degrees and a bar of 40 marks corresponds to f = 1.

      0  0.0000  |
     10  0.0873  |###
     20  0.1750  |#######
     30  0.2632  |###########
     40  0.3523  |##############
     50  0.4423  |##################
     60  0.5329  |#####################
     70  0.6238  |#########################
     80  0.7135  |#############################
     90  0.8000  |################################
    100  0.8795  |###################################
    110  0.9459  |######################################
    120  0.9897  |########################################
    130  0.9976  |########################################
    140  0.9516  |######################################
    150  0.8327  |#################################
    160  0.6273  |#########################
    170  0.3396  |##############
    180  0.0000  |

The curve vanishes at both ends, because the spin accumulation then has no component transverse to m_R. The approach to zero is different at the two ends. For small θ the denominator of f tends to 2Λ², so

f ≈ θ/2,

whatever the value of Λ. Near the antiparallel state put θ = π − δ. Then sinθ ≈ δ and the denominator tends to (Λ² + 1) − (Λ² − 1) = 2, so

f ≈ Λ²δ/2.

For Λ = 2 the slopes have magnitudes 0.5 and 2 per radian. The free layer therefore feels four times as much torque for a small deviation from the antiparallel state as for the same deviation from the parallel state, at equal current.

The lean of the curve can be traced to the spin accumulation. At fixed current, the solution above gives

s/I = P sin a/{G(1 − P²)[sin²a + Λ² cos²a]}.

The torque is proportional to this quantity times cos a, the transverse fraction. If Λ were 1, the bracket would equal 1 and the product sin a cos a would give a curve symmetric about 90°. For Λ > 1 the bracket falls from Λ² at θ = 0 to 1 at θ = π. Compared with a bracket equal to 1, the accumulation per unit current is therefore reduced by the factor Λ² near the parallel state and left unchanged at the antiparallel state. This shifts the weight of the curve to large angles.

**(c) The maximum**

Divide the numerator and denominator of the half-angle form of f by cos²a. With t = tan(θ/2),

f = Λ² t/(Λ² + t²).

As θ runs from 0 to π, t increases from 0 to infinity, so a maximum in t is also a maximum in θ. The quotient rule gives

df/dt = Λ²[(Λ² + t²) − 2t²]/(Λ² + t²)²
= Λ²(Λ² − t²)/(Λ² + t²)².

The derivative is positive for t < Λ and negative for t > Λ. There is one maximum, at

tan(θ*/2) = Λ,

and its height is

f(θ*) = Λ²·Λ/(2Λ²) = Λ/2.

The identity cosθ = (1 − t²)/(1 + t²) converts the position to

cosθ* = −(Λ² − 1)/(Λ² + 1).

For Λ = 2 this is cosθ* = −3/5, hence

θ* = 126.87°, f(θ*) = 1.

The angle depends on Λ alone. With P = 0.5 and I = 0.1 atomic units, or 0.662 mA, the largest torque is

τ_max = (0.5 × 0.1/2) × 1 = 0.025 hartree = 1.09 × 10⁻¹⁹ J.

A torque has the dimension of energy, which is why the hartree appears.

The maximum is broad. To see how broad, write t = Λe^u, which gives

f = Λ/(e^u + e^(−u)) ≈ (Λ/2)(1 − u²/2).

Since dt/dθ = (1 + t²)/2 and sinθ = 2t/(1 + t²), one has du/dθ = (1/t)dt/dθ = 1/sinθ. A small deviation Δ from θ*, in radians, therefore lowers the torque by the fraction Δ²/(2 sin²θ*). Here sinθ* = 0.8. At 130° the deviation is 0.055 radian and the estimated loss is 0.2 percent, in agreement with the plotted value 0.9976. Reading the highest bar thus locates the maximum only roughly, while the derivative fixes it.

*An interface with Λ = 2.* Let every channel have the transmissions T↑ = 0.3 and T↓ = 0.1, and let the mixing conductance, averaged over the channels, be 0.6 in units of e²/h. Then

P = (0.3 − 0.1)/(0.3 + 0.1) = 0.5,

η = 2 × 0.6/0.4 = 3,

Λ² = 3/(1 − 0.25) = 4.

Such a mixing conductance arises if the relative reflection phases of r↑ and r↓ come in pairs of ±59.74°. The product |r↑r↓| is √(0.7 × 0.9), its real part after multiplication by the cosine of the phase is 0.4, and 1 − 0.4 = 0.6. The imaginary parts cancel within each pair. These are round model parameters, not those of a particular material.

The spacer balance was also solved numerically for this interface and for six randomly chosen ones, without assuming the direction of s. The torque per unit current agreed with the law to within 2.2 × 10⁻¹⁶ in atomic units, and a direct search found the maxima at 2 arctan Λ. This tests the algebra within the model, not the model's assumptions.

**Variation 1: fixed voltage**

*Where is the torque largest if the voltage V, instead of the current, is held constant while θ changes?*

The torque before division by I is needed:

τ = (ηGPV/4) sin a cos a/(sin²a + η cos²a)
= (ηGPV/4) t/(t² + η).

This has the same form as before, with η in place of Λ² in the denominator. The maximum is at

tan(θ_V/2) = √η.

For the interface above, √η = √3 and θ_V = 120.00°, about 7° below the fixed-current result. The reason is the change of current with angle. From

I = (GV/2)(1 − P² sin²a/D)

one finds I(π)/I(0) = 1 − P² = 0.75. The fraction sin²a/D = t²/(t² + η) grows with t, so I falls steadily as θ increases. At θ* the slope of f is zero while that of I is negative. Their product is therefore already falling there, and its maximum lies at a smaller angle. Here V is the drop across the two interfaces alone. A resistance in series, from leads and bulk metal, makes the current depend less on θ and moves θ_V toward θ*: for a series resistance ten times that of the parallel state, θ_V is about 126°. A quoted angle of largest torque should therefore say which quantity is held fixed, and across which part of the circuit.

**Variation 2: can the maximum lie at 90° or below?**

*Within the model of part (a), is there an interface with P ≠ 0 for which the fixed-current torque is largest at θ ≤ 90°?*

The formula tan(θ*/2) = Λ would allow it if Λ ≤ 1. The reflection amplitudes do not. In every channel |r↑ − r↓|² ≥ 0, which means

2 Re(r↑r↓*) ≤ |r↑|² + |r↓|².

Subtract both sides from 2, which reverses the inequality:

2 Re(1 − r↑r↓*) ≥ (1 − |r↑|²) + (1 − |r↓|²) = T↑ + T↓.

The sum over channels reads 2 Re G_mix ≥ G, or η ≥ 1. Equality would require r↑ = r↓ in every channel, and then P = 0. For P ≠ 0, therefore,

Λ² = η/(1 − P²) > 1/(1 − P²) > 1,

and the maximum lies beyond 90°. Since cosθ* decreases as Λ² grows, inserting the lower bound on Λ² gives

cosθ* < −P²/(2 − P²).

For P = 0.5 the right side is −0.25/1.75 = −1/7. The example, with cosθ* = −0.6, lies well beyond this limit because its mixing conductance is three times the smallest value that the bound η ≥ 1 would permit. The symmetric curve f = (sinθ)/2, with its maximum at 90°, is approached when both P → 0 and η → 1. The torque per unit current then vanishes with P.

Table of computed values

```
transmission, majority spin     = 0.30 (dimensionless)
transmission, minority spin     = 0.10 (dimensionless)
mixing conductance per channel  = 0.60 (units of e^2/h)
relative reflection phase       = +/-59.74 degrees
polarization P                  = 0.500 (dimensionless)
mixing ratio eta                = 3.000 (dimensionless)
asymmetry Lambda                = 2.000 (dimensionless)
Curve: angle (degrees), f (dimensionless), bar of 40 marks for f = 1
   0  0.0000  |
  10  0.0873  |###
  20  0.1750  |#######
  30  0.2632  |###########
  40  0.3523  |##############
  50  0.4423  |##################
  60  0.5329  |#####################
  70  0.6238  |#########################
  80  0.7135  |#############################
  90  0.8000  |################################
 100  0.8795  |###################################
 110  0.9459  |######################################
 120  0.9897  |########################################
 130  0.9976  |########################################
 140  0.9516  |######################################
 150  0.8327  |#################################
 160  0.6273  |#########################
 170  0.3396  |##############
 180  0.0000  |
peak angle, fixed current       = 126.87 degrees
cosine of peak angle            = -0.6000 (dimensionless)
peak height of f                = 1.0000 (dimensionless)
slope of f at 0 degrees         = 0.5000 per radian
slope magnitude at 180 degrees  = 2.0000 per radian
electron current                = 0.100 atomic units
the same current                = 0.6624 mA
peak torque                     = 0.02500 hartree
the same torque                 = 1.0899e-19 J
peak angle, fixed voltage       = 120.00 degrees
I(180 deg)/I(0), fixed voltage  = 0.7500 (dimensionless)
largest error of torque law     = 2.2e-16 (torque/current, a.u.)
turning points of solved curve  = 1 (count)
```
